\section*{When a Linear Basis Is Not Orthogonal to a Semicore State}

\section{A core state that does not fit in its sphere}

Divide a crystal into spheres around the atoms and an interstitial region between them. In a linear method the valence orbitals inside a sphere are built from two functions per angular channel: a solution $\phi$ of the Schr\"odinger equation at a chosen energy $E_\nu$, and its energy derivative $\dot\phi$. The deep core states are computed separately and left out of the basis. Now let one of them be shallow enough for its tail to cross the sphere boundary. Such a semicore state has the same angular character as one of the valence bands. Is it still safe to leave it out?

The belief that it is safe runs as follows. The functions $\phi$ and $c$, the core solution, belong to the same Hamiltonian at different energies, so they are orthogonal. This holds at every $E_\nu$, so it survives differentiation, and $\dot\phi$ is orthogonal to $c$ as well. The valence calculation then has no access to the core and cannot fall into it.

For a deep core the conclusion is a good approximation. The flaw is in the first step: eigenfunctions at different energies are orthogonal when the Hamiltonian is Hermitian on the region considered, and on a finite sphere this depends on what the functions do at the boundary.

\section{The overlaps are boundary terms}

I use Hartree atomic units and a one-dimensional crystal, where all the functions are elementary. The sphere is the interval $|x|<S$, the potential $V(x)$ is even, and even and odd functions play the part of angular channels. Take $c$, $\phi$ and $\dot\phi$ real and of the same parity, with
\begin{equation}
H=-\tfrac12\frac{d^2}{dx^2}+V,\qquad H\phi=E_\nu\phi,\qquad Hc=E_c c,\qquad \int_{-S}^{S}\phi^2\,dx=1 .
\end{equation}
Brackets $\langle\cdot|\cdot\rangle$ denote integrals over the sphere in this section. Differentiating $H\phi=E\phi$ with respect to $E$ at $E_\nu$ gives
\begin{equation}
H\dot\phi=E_\nu\dot\phi+\phi .
\label{dot}
\end{equation}
Adding a multiple of $\phi$ to $\dot\phi$ leaves this equation intact, so we may choose $\langle\phi|\dot\phi\rangle=0$.

For two functions $f,g$ of the same parity, define $W(f,g)=fg'-f'g$, evaluated at $x=S$. The potential cancels in the difference
\begin{align}
\langle f|Hg\rangle-\langle Hf|g\rangle
&=-\tfrac12\int_{-S}^{S}(fg''-f''g)\,dx\nonumber\\
&=-\tfrac12\Big[fg'-f'g\Big]_{-S}^{S}=-W(f,g).
\label{green}
\end{align}
The second line follows because the integrand is the derivative of $fg'-f'g$. That expression is odd in $x$, so the two ends contribute equally and cancel the factor $\tfrac12$.

Put $f=c$, $g=\phi$. The left side is $(E_\nu-E_c)\langle c|\phi\rangle$. With $\Delta=E_\nu-E_c$,
\begin{equation}
\langle c|\phi\rangle=-\frac{W(c,\phi)}{\Delta}.
\label{ovphi}
\end{equation}
Next put $g=\dot\phi$. By Eq.~(\ref{dot}) the left side is $E_\nu\langle c|\dot\phi\rangle+\langle c|\phi\rangle-E_c\langle c|\dot\phi\rangle$, so
\begin{equation}
\langle c|\dot\phi\rangle=-\frac{W(c,\dot\phi)+\langle c|\phi\rangle}{\Delta}.
\label{ovdot}
\end{equation}
Finally, $f=\phi$ and $g=\dot\phi$ give $E_\nu\langle\phi|\dot\phi\rangle+\langle\phi|\phi\rangle-E_\nu\langle\phi|\dot\phi\rangle=1$ on the left, hence
\begin{equation}
W(\phi,\dot\phi)=-1 .
\label{wr}
\end{equation}

In three dimensions, replace each function by $r$ times its radial part. The centrifugal term cancels just as $V$ does. There is one boundary instead of two, so the right side of Eq.~(\ref{green}) becomes $-\tfrac12W$. Every $W$ in the overlap formulas, and in the local-orbital coefficients of the last section, is then replaced by $\tfrac12W$; in particular $W(\phi,\dot\phi)=-2$. The conclusions about orthogonality below do not depend on this factor.

\section{What orthogonality requires}

Suppose both overlaps vanish. Equations (\ref{ovphi}) and (\ref{ovdot}) then give $W(c,\phi)=W(c,\dot\phi)=0$. The first says that the pair $(c,c')$ at $S$ is parallel to $(\phi,\phi')$; the second, that it is parallel to $(\dot\phi,\dot\phi')$. By Eq.~(\ref{wr}) those two directions are independent, so
\begin{equation}
c(S)=0\quad\text{and}\quad c'(S)=0 .
\label{cond}
\end{equation}
Conversely, Eq.~(\ref{cond}) makes both overlaps vanish.

It is therefore not enough that the core vanishes at the boundary: its slope must vanish too. A core confined by a hard wall at $S$ shows the difference. It has $c(S)=0$, so $W(c,\phi)=-c'(S)\phi(S)$ and
\begin{equation}
\langle c|\phi\rangle=\frac{c'(S)\,\phi(S)}{\Delta},
\end{equation}
which is not small in general. In the model used below, with $S=1$ bohr, the wall core $\cos(\pi x/2)$ has energy $-2.5+\pi^2/8=-1.266$ hartree and slope $-1.571$ bohr$^{-3/2}$ at the boundary. Its overlap with $\phi$ is $0.80$, although its boundary value is zero.

Moreover, the two conditions in Eq.~(\ref{cond}) cannot both be met. A solution of a second-order differential equation with zero value and zero slope at one point is zero everywhere. Orthogonality of a core solution to the whole linear basis is thus always an approximation. It is good when the value and slope of the tail at $S$ are small enough to make $W(c,\phi)/\Delta$ and $W(c,\dot\phi)/\Delta$ small, as for a deep core. These terms also contain the boundary values of $\phi$ and $\dot\phi$, so a smaller tail alone does not guarantee a smaller overlap.

These formulas also assume that core and valence see the same potential. If the core was computed with $V_c\neq V$, the same steps add $\langle c|V-V_c|\phi\rangle/\Delta$ to Eq.~(\ref{ovphi}), and confinement alone no longer guarantees a small overlap.

\section{From an overlap to a ghost}

A nonzero overlap inside the sphere is not yet an error. A true valence state $\psi_v$ and a true semicore state $\psi_c$ are orthogonal over the whole cell. If their overlap inside the sphere is nonzero, the interstitial region supplies the opposite amount. The danger lies in the other combinations that the basis allows.

Take the potential to be zero between the spheres, and let the envelopes there solve $-\tfrac12g''=eg$ for several energies $e$. Each envelope is continued into the sphere by the combination $\alpha\phi+\beta\dot\phi$ that matches its value and slope; Eq.~(\ref{wr}) guarantees that $\alpha$ and $\beta$ exist. Because value and slope are continuous, the surface terms of neighbouring regions cancel and the Hamiltonian matrix is Hermitian. With one envelope energy there is one even function at $k=0$, hence one even level. With several, the ratio $\beta/\alpha$ becomes variable, and the basis can shape a second low-lying function out of $\phi$, $\dot\phi$ and the tails. This function may imitate the semicore state.

How low can it fall? Consider the even states at $k=0$, with exact energies $\varepsilon_c<\varepsilon_v<\varepsilon_3<\dots$ for semicore, valence and higher levels. Choose $E_\nu=\varepsilon_v$ in the even channel and include an envelope of that energy. Then $\psi_v$ itself lies in the basis space, and since $H\psi_v=\varepsilon_v\psi_v$, it solves the matrix problem with its exact energy. Every other even solution $f$ can be taken orthogonal to it. Normalize $f$ and expand it in exact states, $f=\sum_n a_n\psi_n$ with $a_v=0$. Then
\begin{equation}
E=\sum_n|a_n|^2\varepsilon_n\ \ge\ |a_c|^2\varepsilon_c+(1-|a_c|^2)\,\varepsilon_3 ,
\end{equation}
because all states other than $\psi_c$ that occur in $f$ have energy $\varepsilon_3$ or more.

Let $P$ project on the even basis space and let $C=\|P\psi_c\|^2$ be the fraction of the semicore state that the basis can capture. Since $Pf=f$, we have $a_c=\langle\psi_c|f\rangle=\langle P\psi_c|f\rangle$, with integrals now over the whole cell. The Cauchy--Schwarz inequality gives $|a_c|^2\le C$, and therefore
\begin{equation}
E\ \ge\ \varepsilon_3-C\,(\varepsilon_3-\varepsilon_c).
\label{bound}
\end{equation}
When the core is nearly orthogonal to the basis, $C$ is small and no extra level can drop far below $\varepsilon_3$. A ghost below the valence level requires
\begin{equation}
C>\frac{\varepsilon_3-\varepsilon_v}{\varepsilon_3-\varepsilon_c}.
\label{threshold}
\end{equation}
This condition is necessary but not sufficient. A leaking core opens the door to a ghost; whether one appears among the valence bands depends on how well the basis can imitate the core.

\section{A semicore model}

The model crystal has square wells of depth $2.5$ hartree and half-width $1$ bohr, repeated every $5$ bohr. These are round parameters, not those of a material. The potential is zero between the wells. At $k=0$ the exact levels, in hartree, are
\begin{equation}
\varepsilon_c=-1.928,\qquad \varepsilon_v=0.334,\qquad \varepsilon_3=2.289
\end{equation}
in the even channel, with an odd valence level at $-0.416$ between the first two. The threshold (\ref{threshold}) is
\begin{equation}
\frac{2.289-0.334}{2.289+1.928}=\frac{1.955}{4.217}=0.464 .
\end{equation}

The basis has four envelope energies, $0.334$, $-0.416$, $-1.5$ and $-6$ hartree. The odd channel takes its own $E_\nu$ at the odd valence level. I now change the sphere radius and leave the crystal as it is. The table gives, for the even channel at $k=0$, the boundary value of the semicore state, normalized in the cell; the captured fraction $C$; the lowest level $E_x$ other than the valence level; and the semicore weight $|a_c|^2$ of that level.

\begin{center}
\begin{tabular}{ccccc}
$S$ (bohr) & $c(S)$ (bohr$^{-1/2}$) & $C$ & $E_x$ (hartree) & $|a_c|^2$\\
1.0 & 0.390 & 0.964 & $-1.373$ & 0.959\\
1.2 & 0.264 & 0.838 & 0.170 & 0.781\\
1.4 & 0.180 & 0.561 & 1.909 & 0.173\\
1.6 & 0.123 & 0.271 & 2.202 & 0.035\\
2.0 & 0.062 & 0.040 & 2.484 & 0.008
\end{tabular}
\end{center}

At $S=1$ bohr, where the sphere ends at the edge of the well, the basis produces a level at $-1.373$ hartree. The exact crystal has no state there. The level is not the semicore state at slightly reduced accuracy: it lies $0.555$ hartree too high for that. Yet $96\%$ of its weight is semicore.

The expansion in exact states accounts for the shift. Let $\bar E$ be the mean energy of the part of $f$ that is not semicore. Cross terms vanish because $\psi_c$ is an eigenstate, so $E_x=|a_c|^2\varepsilon_c+(1-|a_c|^2)\bar E$, and
\begin{equation}
\bar E=\frac{-1.3729+0.9591\times1.9279}{1-0.9591}\approx 11.6\ \text{hartree}.
\end{equation}
The remaining $4\%$ has a mean energy far above $\varepsilon_3$. The basis cannot reproduce the semicore shape without this admixture, and it is the admixture that lifts the imitation into the gap. A nearly complete set of functions between the spheres lowers the level only to about $-1.55$ hartree, so roughly two thirds of the shift comes from the two radial functions chosen for the valence energy and the rest from the four envelopes. The values of $E_x$ in the table depend on the envelope set: without the envelope at $-6$ hartree, the extra level at $S=1.2$ bohr lies at $0.69$ hartree, above the valence level.

At $S=1.2$ bohr the ghost has moved to $0.170$ hartree, just below the true valence level. It still lies in a gap of the exact crystal, between $-0.416$ and $0.334$ hartree, but now among the valence levels, where without the exact spectrum it could be taken for one of them. At $S=1.4$ bohr, $C=0.561$ still exceeds the threshold, but $E_x$ is far above the valence level. This is a case where the necessary condition is met and no ghost appears below the valence level. The lowest extra level carries only $0.173$ of semicore weight; since the valence level carries none, the rest of $C$ is spread over the higher solutions.

At $S=2$ bohr the bound (\ref{bound}) gives $E_x\ge2.289-0.040\times4.217=2.12$ hartree, so a ghost near the valence level is excluded. The overlaps are still not zero: that of $c$ with the normalized $\dot\phi$ is $-0.24$. Nor does this overlap shrink steadily as the sphere grows. Its magnitude is $0.75$ at $S=1$ bohr and $0.87$ at $1.2$ bohr, although the tail at the boundary has become smaller. The overlap with $\dot\phi$ alone therefore does not track the position of the ghost. It is nevertheless the main route by which the basis reaches the core. Inside the sphere every even basis function is a combination of $\phi$ and $\dot\phi$, which are orthogonal, so $C$ cannot exceed the sum of the two squared normalized overlaps and the weight of $c$ between the spheres. The overlap with $\phi$ falls steadily in this scan, from $0.59$ to $0.04$, but a small value of it is no safeguard: at $S=1.4$ bohr its square is $0.058$ and the weight between the spheres about $0.02$, while the square of the $\dot\phi$ overlap is $0.70$ and $C=0.561$. It is $C$ that enters the bound.

\section{Is the semicore overlap really the cause?}

A change of radius alters more than the core tail, so the table alone does not isolate the cause. A direct test keeps $S=1$ bohr and the same basis, and removes from each basis function its component along $\psi_c$. If $b_i=\langle\chi_i|\psi_c\rangle$, the overlap and Hamiltonian matrices become
\begin{equation}
O'_{ij}=O_{ij}-b_ib_j^*,\qquad H'_{ij}=H_{ij}-\varepsilon_c\,b_ib_j^* ,
\end{equation}
where the second form uses $H\psi_c=\varepsilon_c\psi_c$. The two lowest even levels are then $0.334$ and $2.290$ hartree. The valence level has stayed, the ghost is gone, and the next level lies close to $\varepsilon_3$. The disappearance of the ghost is not an independent finding: the projected basis has $C=0$ and still contains $\psi_v$, which is orthogonal to $\psi_c$, so the bound (\ref{bound}) forbids any other level below $\varepsilon_3$. Together with the $96\%$ weight found above, it shows that the ghost was made of the semicore content of the basis.

\section{The ghost as a band, and two ways out}

Away from $k=0$ the ghost forms a smooth band. At $S=1$ bohr it runs from $-1.373$ hartree at $k=0$ to $-1.410$ hartree at the zone boundary, between the exact semicore band near $-1.93$ hartree and the odd valence band, whose bottom is at $-0.504$ hartree. The odd valence band is meanwhile correct to about $10^{-5}$ hartree at the five $k$ points computed. Accurate valence bands thus do not prove that ghosts are absent. If the semicore electrons are already counted in a frozen core and the valence electrons fill the computed bands from the bottom, two electrons per cell enter a band that is mostly semicore, and that state is counted twice.

One way out is to enlarge the sphere, where the atomic arrangement allows it. With $S=2$ bohr the lowest computed band is the odd valence band, and the semicore band is absent, as intended. The price in this model is accuracy higher up: at the zone boundary the next valence band lies at $0.863$ hartree instead of the exact $0.785$, whereas the small sphere gives $0.786$.

The other way is to admit the semicore state to the basis. Add a local orbital that lives inside the sphere,
\begin{equation}
\chi_{\rm lo}=c+A\phi+B\dot\phi,\qquad \chi_{\rm lo}(S)=\chi_{\rm lo}'(S)=0 .
\end{equation}
The two conditions read $A\phi+B\dot\phi=-c$ and $A\phi'+B\dot\phi'=-c'$ at $S$. Solving them by determinants, with $\phi\dot\phi'-\phi'\dot\phi=-1$ from Eq.~(\ref{wr}), gives
\begin{equation}
A=W(c,\dot\phi),\qquad B=-W(c,\phi).
\end{equation}
These are the boundary terms that spoiled the orthogonality. For a well-confined core they are small, and the local orbital is nearly the core function itself. For a leaking core they trim it to fit the sphere, while the envelopes carry the tail outside.

With this one extra function at $S=1$ bohr, the lowest band runs from $-1.928$ to $-1.925$ hartree. It and the odd valence band agree with the exact bands to within $10^{-5}$ hartree at the five $k$ points. The ghost has become the semicore band, which must now be occupied as such and taken out of the frozen core. The numerical check compares the boundary formulas with direct integrals and the bands with exact ones.

\section*{Numbers as computed}
\begin{verbatim}
well depth 2.50 hartree, half-width 1.00 bohr, period 5.00 bohr
envelope energies (hartree): [ 0.3335 -0.4162 -1.5    -6.    ]
k=0 even semicore level  -1.92790 hartree
k=0 odd valence level    -0.41621 hartree
k=0 even valence level   0.33350 hartree (Enu, even)
k=0 next even level      2.28877 hartree
largest difference from plane waves 2.5e-06 hartree
captured core fraction C needed for a ghost below valence: 0.4637
hard-wall core, S=1 bohr: energy -1.26630 hartree, c(S)=0, c'(S)=-1.5708 bohr^-3/2
hard-wall core overlap <c|phi>: integral 0.799814, boundary formula 0.799814
scan, k=0 even; S bohr, c(S) bohr^-1/2, c'(S) bohr^-3/2, E hartree
phidot is normalized to 1; C = core fraction captured by the basis
   S    c(S)    c'(S)  <c|phi> <c|phidot>    C    E_extra  E_bound  core wt
 1.0   0.3904  -0.7623   0.5934  -0.7479   0.9641  -1.3729  -1.7763   0.9591
 1.2   0.2644  -0.5130   0.3940  -0.8680   0.8380   0.1699  -1.2449   0.7813
 1.4   0.1798  -0.3439   0.2403  -0.8358   0.5608   1.9093  -0.0758   0.1725
 1.6   0.1233  -0.2285   0.1408  -0.6480   0.2708   2.2020   1.1471   0.0354
 1.8   0.0861  -0.1487   0.0803  -0.4110   0.1074   2.3305   1.8361   0.0150
 2.0   0.0623  -0.0922   0.0439  -0.2366   0.0400   2.4835   2.1200   0.0076
S=1 bohr, semicore projected out: lowest even levels 0.3335, 2.2904 hartree
three lowest bands (hartree), exact; first column k*A/pi
  0.00    -1.9279   -0.4162    0.3335
  0.25    -1.9274   -0.4314    0.3795
  0.50    -1.9263   -0.4642    0.5028
  0.75    -1.9251   -0.4929    0.6701
  1.00    -1.9246   -0.5039    0.7852
three lowest bands (hartree), linear basis, S=1 bohr; first column k*A/pi
  0.00    -1.3729   -0.4162    0.3335
  0.25    -1.3785   -0.4314    0.3795
  0.50    -1.3917   -0.4642    0.5028
  0.75    -1.4043   -0.4929    0.6703
  1.00    -1.4095   -0.5039    0.7856
three lowest bands (hartree), linear basis, S=2 bohr; first column k*A/pi
  0.00    -0.4162    0.3335    2.4835
  0.25    -0.4314    0.3815    2.2007
  0.50    -0.4642    0.5131    1.7591
  0.75    -0.4929    0.7044    1.3733
  1.00    -0.5039    0.8626    1.1505
three lowest bands (hartree), S=1 bohr with local orbital; first column k*A/pi
  0.00    -1.9279   -0.4162    0.3335
  0.25    -1.9274   -0.4314    0.3795
  0.50    -1.9263   -0.4642    0.5028
  0.75    -1.9251   -0.4929    0.6703
  1.00    -1.9246   -0.5039    0.7856
largest error of odd valence band: S=1 0.00001, S=2 0.00001 hartree
largest error of two lowest bands with local orbital: 0.00000 hartree
\end{verbatim}
